Rotational Averages of Hyperpolarizabilities and the Factor of Three in S-State Atoms, part 1

(Sections cited here and not found follow in the second part.)

## 1. Averages over molecular orientation

Take a molecule whose charge can move along a single line, the molecular axis. Its permanent dipole μ lies along that axis. A uniform static field of strength F makes an angle θ with the axis, so the charge feels the component f = F cos θ. Let the dipole along the axis be

μ + a f + (1/2) b f² + (1/6) g f³, (1)

where a, b and g are constants of this model. A measurement along the field picks out the projection of this dipole on the field direction, which brings one more factor cos θ:

μ_n = μ cos θ + a F cos²θ + (1/2) b F² cos³θ + (1/6) g F³ cos⁴θ. (2)

In a gas without preferred orientation, every direction of the axis is equally likely. The element of solid angle is sin θ dθ dφ, and the whole sphere has solid angle 4π. With c = cos θ, so that sin θ dθ becomes dc after the limits are put in rising order, the mean of a power of the cosine is

⟨cᵏ⟩ = (1/2) ∫ cᵏ dc from −1 to 1 = 1/(k + 1) for even k, and 0 for odd k. (3)

The term in b has c³ and averages to zero. For each molecule that points one way there is another that points the opposite way, and their quadratic responses cancel. The term in g has c⁴ and survives with the factor 1/5.

The coefficient b can still be seen if molecules that point along the field count for more than those that point against it. Give each molecule the weight c. The weighted mean of the quadratic coefficient is then ⟨c · b c³⟩ = b/5. A simpler response of the form B c would give ⟨c · B c⟩ = B/3. The two agree if B = 3b/5. The model therefore has two orientational averages, 3b/5 for the quadratic response and g/5 for the cubic one. A real molecule responds in all directions, and b and g are replaced by tensors.

**Definition of the tensors.** The nuclei are held fixed, the field is uniform and static, and the electronic level is not degenerate. The Hamiltonian is H = H₀ − M_a F_a, where M_a is the operator of the dipole component a. An index that occurs twice in a product is summed over x, y and z. The energy is expanded as

E(F) = E₀ − μ_a F_a − (1/2) α_ab F_a F_b − (1/6) β_abc F_a F_b F_c − (1/24) γ_abcd F_a F_b F_c F_d − … (4)

The coefficients are those of perturbation theory. This has to be said because in a uniform field an electron can in principle tunnel away from the molecule, and the level is then not strictly stationary.

By (4), β_abc is minus the third derivative of E at zero field, and γ_abcd is minus the fourth derivative. The order of differentiation does not matter, so static β and γ are unchanged when any of their indices are interchanged. For example, β_zxx = β_xzx = β_xxz.

The dipole follows from the energy. Let ψ be the normalized state in the field, with Hψ = Eψ. Differentiation of E = ⟨ψ|H|ψ⟩ gives

∂E/∂F_a = ⟨ψ|∂H/∂F_a|ψ⟩ + E ∂⟨ψ|ψ⟩/∂F_a = −⟨ψ|M_a|ψ⟩. (5)

The two terms in which ψ is differentiated combine into the derivative of the norm, because H acts on ψ or on its conjugate to give E. The norm is constant, so that derivative is zero. The dipole is therefore μ_a(F) = −∂E/∂F_a. In the cubic term of (4) the derivative can act on any of three field factors, and index symmetry makes the three results equal, so 1/6 becomes 3/6 = 1/2. In the quartic term 1/24 becomes 4/24 = 1/6. The result is

μ_a(F) = μ_a + α_ab F_b + (1/2) β_abc F_b F_c + (1/6) γ_abcd F_b F_c F_d + … (6)

This fixes the numerical factors for everything below. A convention without the factors 1/2 and 1/6 would give different numbers for the same molecule.

**Direction cosines.** The axes x, y, z are fixed in the molecule, and z points along the permanent dipole, from negative to positive charge. Let Z be the laboratory axis along the field. The cosines of the angles between Z and the molecular axes are the components of the unit vector n of the field as seen from the molecule:

n = (sin θ cos φ, sin θ sin φ, cos θ), F_a = F n_a. (7)

The component of the dipole along the field is n_a μ_a(F). Insertion of (7) into (6) gives

μ_n = μ n_z + α_nn F + (1/2) β_nnn F² + (1/6) γ_nnnn F³ + …, (8)

with α_nn = n_a n_b α_ab and

β_nnn = n_a n_b n_c β_abc, γ_nnnn = n_a n_b n_c n_d γ_abcd. (9)

These are the laboratory components β_ZZZ and γ_ZZZZ. Each tensor index has contributed one direction cosine. A rotation of the molecule about the field leaves n unchanged, so the mean over all orientations is a mean over the two angles in (7).

**Means of products of cosines.** If the number of factors n_a is odd, the product changes sign under n → −n. Both directions have equal weight, so the mean is zero. For two equal indices, (3) gives ⟨n_z²⟩ = 1/3. The x and y axes are equivalent to z in this mean, and for two different indices the reflection of one axis changes the sign. Hence

⟨n_a n_b⟩ = (1/3) δ_ab. (10)

For four factors two integrals are needed. The first is ⟨n_z⁴⟩ = 1/5 by (3). In the second, the azimuthal mean of cos²φ is 1/2:

⟨n_x² n_z²⟩ = (1/2) ⟨(1 − c²) c²⟩ = (1/2)(1/3 − 1/5) = 1/15. (11)

The same values hold for every other choice of axes. They are collected in

⟨n_a n_b n_c n_d⟩ = (1/15)(δ_ab δ_cd + δ_ac δ_bd + δ_ad δ_bc). (12)

To verify (12), consider the possible patterns of indices. If all four are equal, each of the three products is 1 and the right side is 3/15 = 1/5. If they form two different pairs, one product is 1 and the other two are 0, which gives 1/15. In any remaining pattern some axis occurs an odd number of times. The left side then vanishes by reflection of that axis, and the right side vanishes because the indices cannot be paired off. These cases exhaust the possibilities.

**The average of β along the dipole.** The plain mean ⟨β_nnn⟩ contains three cosines and is zero. What remains useful is the part of β_nnn that follows the orientation of the dipole. It can be defined by asking which function B n_z lies closest to β_nnn in the sense of least squares. The quantity to be made smallest is

⟨(β_nnn − B n_z)²⟩ = ⟨β_nnn²⟩ − 2B ⟨n_z β_nnn⟩ + B² ⟨n_z²⟩. (13)

Its derivative with respect to B vanishes at B = ⟨n_z β_nnn⟩/⟨n_z²⟩. Since ⟨n_z²⟩ = 1/3, this value, called β∥, is

β∥ = 3 ⟨n_z β_nnn⟩. (14)

The coefficient of B² in (13) is positive, so this is a minimum. The mean in (14) now has four cosines, and (12) applies with its first index equal to z:

⟨n_z β_nnn⟩ = (1/15)(δ_za δ_bc + δ_zb δ_ac + δ_zc δ_ab) β_abc
= (1/15) Σ_i (β_zii + β_izi + β_iiz). (15)

In the static case the three terms are equal, and the bracket is 3β_zii. Therefore ⟨n_z β_nnn⟩ = (1/5) Σ_i β_zii, and

β∥ = (3/5) Σ_i β_zii = (3/5)(β_zxx + β_zyy + β_zzz). (16)

For the molecule of the opening example β_zzz = b is the one nonzero component, and (16) gives 3b/5 as before.

The sign of β∥ has a meaning because z is tied to the dipole. If the z axis were reversed, every term in (16) would change sign. A negative β∥ says that, in this weighted mean, the quadratic response opposes the permanent dipole.

A vanishing β∥ does not mean that β vanishes. Suppose that β_xyz and its permutations are the nonzero components, as symmetry allows for a tetrahedral molecule. The indices x, y, z can be ordered in six ways, so β_nnn = 6 β_xyz n_x n_y n_z. A fixed molecule can show this response, yet each β_zii is zero. Such a molecule also has no permanent dipole that could select the z axis.

**How a gas reveals β∥.** Let the molecules rotate classically at temperature T. In a weak field the leading energy of orientation is −μF n_z, and the Boltzmann weight is

exp(x n_z), x = μF/(kT). (17)

Here k is the Boltzmann constant and F is the field that acts on the molecule. The thermal mean of β_nnn is the ratio of ⟨exp(x n_z) β_nnn⟩ to ⟨exp(x n_z)⟩. Expansion of the numerator gives

⟨β_nnn⟩ + x ⟨n_z β_nnn⟩ + (x²/2) ⟨n_z² β_nnn⟩ + … = x β∥/3 + O(x³). (18)

The first and third terms contain an odd number of cosines and vanish, while the second follows from (14). The denominator is 1 + x²/6 + …, by ⟨n_z⟩ = 0 and ⟨n_z²⟩ = 1/3, so it alters the result first at order x³. Hence

thermal mean of β_nnn = x β∥/3 to first order in the field. (19)

The polarizability adds −(1/2) α_nn F² to the energy of orientation. This is even in n, so its first-order effect on the odd quantity β_nnn averages to zero. The next energy term, which contains β itself, is of order F³. Neither changes (19).

Equation (19) concerns the mean of the coefficient β_nnn. It is not the whole cubic dipole of the gas. The permanent dipole and the linear polarizability are also averaged with a field-dependent weight, and they supply cubic terms of their own. At high temperature x tends to zero and the quadratic response disappears from the mean. If x is no longer small, (19) fails and the full weight must be kept.

**The average of γ.** The product γ_nnnn has four cosines, and no weight is needed. Contraction of (12) with γ_abcd gives

γ∥ = ⟨γ_nnnn⟩ = (1/15) Σ_ij (γ_iijj + γ_ijij + γ_ijji). (20)

For static fields the three terms are equal, so that

γ∥ = (1/5) Σ_ij γ_iijj
= (1/5)[γ_xxxx + γ_yyyy + γ_zzzz + 2(γ_xxyy + γ_xxzz + γ_yyzz)]. (21)

The factor 2 arises because the double sum contains both γ_xxzz and γ_zzxx, which are equal. A direct count confirms it. In γ_nnnn the product n_x² n_z² occurs with 4!/(2! 2!) = 6 orderings of the indices. Its mean is 1/15, so γ_xxzz contributes 6/15 = 2/5 to the average, in agreement with (21).

The subscript ∥ has a different sense in the two cases. For β it refers to the permanent dipole, which supplies the axis z. For γ it says that the induced dipole is measured parallel to the field. The average γ∥ needs no axis in the molecule and exists for nonpolar molecules and atoms as well.

## 2. The S-state relation and computed values

The static dipole of a system with fixed nuclei in a field F is μ_a(F) = μ_a + α_ab F_b + (1/2) β_abc F_b F_c + (1/6) γ_abcd F_b F_c F_d + …, with repeated indices summed. It equals −∂E/∂F_a, and static β and γ are symmetric in all their indices. The unit vector n gives the field direction in the molecular frame, whose z axis lies along the permanent dipole. A subscript n denotes a component along the field, and ⟨…⟩ is the mean over all orientations with equal weight. The first half gave β∥ = 3⟨n_z β_nnn⟩ = (3/5) Σ_i β_zii in (16) and γ∥ = ⟨γ_nnnn⟩ = (1/5) Σ_ij γ_iijj in (21).

**Rotational symmetry of an S level.** Consider an atom in a level with orbital angular momentum L = 0. The level is isolated, which means that no level of another L has the same energy. Spin–orbit coupling is neglected, so the spin takes no part. Let U be the operator that rotates the electrons, and R the same rotation applied to an ordinary vector. The free atom is unchanged by U. The dipole operator is a vector, so the field term is turned:

U H(F) U⁻¹ = H(RF). (22)

Operators related in this way have the same energies. The field-free S state is itself unchanged by U, so the level that grows out of it in the field F corresponds to the level that grows out of it in the field RF. Hence

E(RF) = E(F). (23)

Each order of the energy series must satisfy (23) separately, because a change in the field strength scales different orders by different powers. The fourth-order part E⁽⁴⁾ therefore has the same value for F as for a field of equal strength along z:

E⁽⁴⁾(F) = −(1/24) γ_zzzz (F_x² + F_y² + F_z²)². (24)

The odd orders vanish. A half turn about an axis perpendicular to F changes F into −F. By (23) the energy stays the same, whereas an odd order would change sign. An isolated S level thus has neither a permanent dipole nor a first hyperpolarizability β.

**Comparison of coefficients.** Put F_y = 0 and expand the square in (24):

E⁽⁴⁾ = −(1/24) γ_zzzz (F_x⁴ + 2 F_x² F_z² + F_z⁴). (25)

The general fourth-order energy is −(1/24) γ_abcd F_a F_b F_c F_d. Two indices x and two indices z can be arranged in 4!/(2! 2!) = 6 ways, and index symmetry makes the six components equal. Its term in F_x² F_z² is therefore

−(6/24) γ_xxzz F_x² F_z². (26)

The two expressions agree for all F_x and F_z, so the coefficients of F_x² F_z² must be equal. This gives 6 γ_xxzz = 2 γ_zzzz, or

γ_zzzz = 3 γ_xxzz. (27)

No property of the atom beyond its spherical symmetry has been used. The number of electrons and the form of their interaction do not matter.

By (24), the other components follow in the same way. Those of the type γ_iiii are equal to γ_zzzz, those of the type γ_iijj with i ≠ j are equal to γ_zzzz/3, and those with an unpaired index are zero. With these values (21) becomes

γ∥ = (1/5)[3 γ_zzzz + 6 (γ_zzzz/3)] = γ_zzzz. (28)

This must be so, because for a spherical system every orientation gives the same response and the average changes nothing.

The averages β∥ and γ∥ have been expressed through tensor components, and rotational symmetry has given γ_zzzz = 3 γ_xxzz for an isolated S level. What remains is the physical meaning of the factor 3, the cases where the relation fails, and computed values for the hydrogen atom and the water molecule.
